# Why mirrored random numbers help monotonic tallies but hurt symmetric ones: verification in Python

```python
"""
Result under test: for N evaluations of a tally f(u), u uniform on (0,1),
pairing u with 1-u multiplies the variance of the average by
    R = 1 + Cov[f(u), f(1-u)] / Var[f(u)]
relative to N independent evaluations. R < 1 for every non-constant
monotonic f, while R = 2 for f = (u-1/2)^2.
Example: Gaussian implant depths x = mean_depth + straggle * z(u), in nm,
where z(u) is the inverse of the standard normal distribution function.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.special import ndtr, ndtri

rng = np.random.default_rng(20417)

# ---------- exact integrals for simple tallies ----------
U = sp.symbols("u", real=True)
HALF = sp.Rational(1, 2)


def average(expression):
    return sp.simplify(sp.integrate(sp.expand(expression), (U, 0, 1)))


def exact_case(f):
    """Return mean, variance, covariance, and R from the pair-mean variance."""
    mirror = f.subs(U, 1 - U)
    mean = average(f)
    variance = average(f**2) - mean**2
    covariance = average(f * mirror) - mean**2
    pair_variance = average(((f + mirror) / 2 - mean)**2)
    ratio = sp.simplify(2 * pair_variance / variance)
    assert abs(float(ratio - 1 - covariance / variance)) < 1e-12
    even_variance = pair_variance
    odd_variance = average(((f - mirror) / 2)**2)
    assert abs(float(even_variance + odd_variance - variance)) < 1e-12
    assert abs(float(even_variance - odd_variance - covariance)) < 1e-12
    return mean, variance, covariance, ratio


linear = exact_case(U)
square = exact_case(U**2)
centred = exact_case((U - HALF)**2)
cosine = exact_case(sp.cos(2 * sp.pi * U))
sine = exact_case(sp.sin(2 * sp.pi * U))
assert linear[3] == 0
assert square[3] == sp.Rational(1, 8)
assert centred[:3] == (sp.Rational(1, 12), sp.Rational(1, 180),
                       sp.Rational(1, 180))
assert centred[3] == 2
assert abs(float(cosine[3]) - 2) < 1e-12
assert abs(float(sine[3])) < 1e-12

# Half-shift pairing: the two half intervals contribute equally.
shift_product = 2 * sp.integrate(
    sp.expand((U - HALF)**2 * U**2), (U, 0, HALF))
shift_ratio = 1 + (shift_product - centred[0]**2) / centred[1]
assert shift_ratio == sp.Rational(1, 8)

# ---------- many random monotonic and unordered ladder tallies ----------
monotonic_ratios = []
unordered_ratios = []
for trial in range(500):
    ladder = np.cumsum(rng.random(40)**rng.integers(1, 30))
    mirrored = ladder[::-1]
    covariance = np.mean(ladder * mirrored) - ladder.mean()**2
    products = ((ladder[:, None] - ladder[None, :])
                * (mirrored[:, None] - mirrored[None, :]))
    assert products.max() <= 0
    assert np.isclose(products.mean(), 2 * covariance, rtol=1e-8, atol=1e-10)
    monotonic_ratios.append(1 + covariance / ladder.var())
    mixed = rng.permutation(ladder)
    pair_means = (mixed + mixed[::-1]) / 2
    unordered_ratios.append(2 * pair_means.var() / mixed.var())
monotonic_ratios = np.array(monotonic_ratios)
unordered_ratios = np.array(unordered_ratios)
assert monotonic_ratios.max() < 1
assert unordered_ratios.min() >= 0 and unordered_ratios.max() <= 2 + 1e-12
assert np.any(unordered_ratios > 1)

# ---------- implant example: quadrature in z, where 1-u means -z ----------
mean_depth = 100.0
straggle = 30.0
evaluations = 10000
near_threshold = 110.0
deep_threshold = 150.0
z = np.linspace(-8, 8, 16001)
weight = np.exp(-z**2 / 2)
weight /= weight.sum()


def quadrature_case(values):
    mean = np.sum(weight * values)
    variance = np.sum(weight * (values - mean)**2)
    pair_means = (values + values[::-1]) / 2
    ratio = 2 * np.sum(weight * (pair_means - mean)**2) / variance
    return mean, variance, ratio


def threshold_ratio(probability):
    smaller = min(probability, 1 - probability)
    return (1 - 2 * smaller) / (1 - smaller)


depth = mean_depth + straggle * z
depth_case = quadrature_case(depth)
spread_case = quadrature_case((depth - mean_depth)**2)
assert np.isclose(depth_case[1], straggle**2, rtol=1e-8)
assert abs(depth_case[2]) < 1e-12
assert np.isclose(spread_case[1], 2 * straggle**4, rtol=1e-8)
assert np.isclose(spread_case[2], 2, rtol=1e-10)

near_fraction = ndtr((mean_depth - near_threshold) / straggle)
deep_fraction = ndtr((mean_depth - deep_threshold) / straggle)
near_ratio = threshold_ratio(near_fraction)
deep_ratio = threshold_ratio(deep_fraction)
# The tolerance covers the finite grid step at the jump of the tally.
for threshold, formula in ((near_threshold, near_ratio),
                           (deep_threshold, deep_ratio), (80.0,
                           threshold_ratio(ndtr(20.0 / straggle)))):
    result = quadrature_case((depth > threshold).astype(float))
    assert abs(result[2] - formula) < 2e-3

# Half-shift pairing for squared Gaussian deviation.
gaussian_product = 2 * quad(
    lambda q: ndtri(q)**2 * ndtri(q + 0.5)**2, 0, 0.5,
    epsabs=1e-9, limit=200)[0]
gaussian_shift_ratio = 1 + (gaussian_product - 1) / 2
assert gaussian_shift_ratio < 1

# ---------- repeated simulations with equal evaluation counts ----------
repeats = 20000
small_run = 100
independent_u = rng.random((repeats, small_run))
first_u = rng.random((repeats, small_run // 2))
mirror_u = 1 - first_u
shifted_u = (first_u + 0.5) % 1


def to_depth(uniform):
    return mean_depth + straggle * ndtri(uniform)


def squared_deviation(uniform):
    return (to_depth(uniform) - mean_depth)**2


def simulated_ratio(tally, partner):
    independent = tally(independent_u).mean(axis=1)
    paired = ((tally(first_u) + tally(partner)) / 2).mean(axis=1)
    return paired.var(ddof=1) / independent.var(ddof=1)


sim_centred = simulated_ratio(lambda q: (q - 0.5)**2, mirror_u)
sim_square = simulated_ratio(lambda q: q**2, mirror_u)
sim_depth = simulated_ratio(to_depth, mirror_u)
sim_near = simulated_ratio(
    lambda q: (to_depth(q) > near_threshold).astype(float), mirror_u)
sim_deep = simulated_ratio(
    lambda q: (to_depth(q) > deep_threshold).astype(float), mirror_u)
sim_spread = simulated_ratio(squared_deviation, mirror_u)
sim_shift = simulated_ratio(squared_deviation, shifted_u)
# Sampling error of a variance ratio is about 1.5 percent here.
for measured, predicted in ((sim_centred, float(centred[3])),
                            (sim_square, float(square[3])),
                            (sim_near, near_ratio), (sim_deep, deep_ratio),
                            (sim_spread, spread_case[2]),
                            (sim_shift, gaussian_shift_ratio)):
    assert abs(measured / predicted - 1) < 0.07
assert sim_depth < 1e-12

# Error-bar estimates from the paired squared deviations.
first_values = squared_deviation(first_u)
mirror_values = squared_deviation(mirror_u)
all_values = np.concatenate((first_values, mirror_values), axis=1)
pair_values = (first_values + mirror_values) / 2
true_variance = pair_values.mean(axis=1).var(ddof=1)
naive_fraction = np.mean(all_values.var(axis=1, ddof=1)) / small_run
naive_fraction /= true_variance
correct_fraction = np.mean(pair_values.var(axis=1, ddof=1))
correct_fraction /= (small_run / 2) * true_variance
assert abs(naive_fraction - 0.5) < 0.04
assert abs(correct_fraction - 1) < 0.07

# ---------- sizes of neglected effects ----------
surface_fraction = ndtr(-mean_depth / straggle)

# Two half-Gaussians of different widths joined at their common peak.
shallow_width, deep_width = 36.0, 24.0
shallow_share = shallow_width / (shallow_width + deep_width)
peak = mean_depth - np.sqrt(2 / np.pi) * (deep_width - shallow_width)
skew_depth = (peak
              + shallow_width * ndtri(np.minimum(
                  0.5, ndtr(z) / (2 * shallow_share)))
              - deep_width * ndtri(np.minimum(
                  0.5, ndtr(-z) / (2 * (1 - shallow_share)))))
skew_case = quadrature_case(skew_depth)
assert abs(skew_case[0] - mean_depth) < 1e-3
skewness = np.sum(weight * (skew_depth - skew_case[0])**3)
skewness /= skew_case[1]**1.5
skew_spread = quadrature_case((skew_depth - skew_case[0])**2)
assert skew_case[2] < 1 < skew_spread[2]

# A fraction of ions has an exponential depth tail beyond the mean depth.
channelled_fraction, tail_length = 0.05, 40.0
x = np.arange(mean_depth - 300, mean_depth + 2000, 0.05)
offset = x - mean_depth
below = (1 - channelled_fraction) * ndtr(offset / straggle)
above = ((1 - channelled_fraction) * ndtr(-offset / straggle)
         + channelled_fraction * np.exp(-np.maximum(offset, 0) / tail_length))
equivalent_z = np.where(offset < 0, ndtri(below), -ndtri(above))
tail_depth = np.interp(z, equivalent_z, x)
tail_case = quadrature_case(tail_depth)
assert abs(tail_case[0] - mean_depth
           - channelled_fraction * tail_length) < 1e-2
tail_spread = quadrature_case((tail_depth - tail_case[0])**2)
assert tail_case[2] < 1 < tail_spread[2]

# Diffusion during a short anneal, away from boundaries.
diffusivity, anneal_time = 1.0, 10.0
annealed_width = np.sqrt(straggle**2 + 2 * diffusivity * anneal_time)
annealed_fraction = ndtr((mean_depth - deep_threshold) / annealed_width)
annealed_ratio = threshold_ratio(annealed_fraction)

# ---------- printed results ----------
print("R = paired variance / independent variance (no unit)")
print("(u-1/2)^2: mean, variance, covariance =", *centred[:3])
print("R exact: u, u^2, (u-1/2)^2 =", linear[3], square[3], centred[3])
print(f"R simulated: u^2 {sim_square:.3f}, (u-1/2)^2 {sim_centred:.3f}")
print("R for (u-1/2)^2 with half-shift pairing =", shift_ratio)
print(f"R azimuth: cos {float(cosine[3]):.1f}, sin {float(sine[3]):.1f}")
print(f"500 monotonic ladders: largest R = {monotonic_ratios.max():.4f}")
print(f"500 shuffled ladders: share with R>1 = "
      f"{np.mean(unordered_ratios > 1):.3f}")
print(f"Mean depth = {mean_depth:.0f} nm; straggle = {straggle:.0f} nm")
print(f"Evaluations in worked example = {evaluations}")
print(f"Simulation check: {repeats} runs of {small_run} evaluations")
print("Standard errors below: independent, paired; then R, simulated R")
for label, variance, ratio, simulated, unit in (
        ("mean depth", depth_case[1], depth_case[2], sim_depth, "nm"),
        ("fraction >110 nm", near_fraction * (1 - near_fraction),
         near_ratio, sim_near, "(no unit)"),
        ("fraction >150 nm", deep_fraction * (1 - deep_fraction),
         deep_ratio, sim_deep, "(no unit)"),
        ("squared deviation", spread_case[1], spread_case[2],
         sim_spread, "nm^2")):
    error = np.sqrt(variance / evaluations)
    paired_error = error * np.sqrt(max(ratio, 0))
    print(f"{label}: {error:.5f}, {paired_error:.5f} {unit}; "
          f"{abs(ratio):.4f}, {simulated:.4f}")
print(f"Fraction beyond 110 nm = {near_fraction:.4f}")
print(f"Fraction beyond 150 nm = {deep_fraction:.4f}")
print(f"Expected squared deviation = {spread_case[0]:.1f} nm^2")
print(f"Squared deviation, half-shift R = {gaussian_shift_ratio:.4f}, "
      f"simulated {sim_shift:.4f}")
print(f"Squared deviation: naive/true error variance = {naive_fraction:.3f}")
print(f"Squared deviation: pair-based/true variance = {correct_fraction:.3f}")
print(f"Gaussian fraction above surface = {surface_fraction:.2e}")
print(f"Skewed widths: shallow {shallow_width:.0f} nm, "
      f"deep {deep_width:.0f} nm; skewness {skewness:.3f}")
print(f"Skewed profile R: mean {skew_case[2]:.4f}, "
      f"squared deviation {skew_spread[2]:.4f}")
print(f"Channelled fraction = {channelled_fraction:.2f}; "
      f"tail length = {tail_length:.0f} nm")
print(f"Channelled profile R: mean {tail_case[2]:.4f}, "
      f"squared deviation {tail_spread[2]:.4f}")
print(f"Anneal: diffusivity {diffusivity:.1f} nm^2/s, "
      f"time {anneal_time:.0f} s")
print(f"Annealed straggle = {annealed_width:.2f} nm")
print(f"Annealed fraction >150 nm = {annealed_fraction:.4f}; "
      f"R = {annealed_ratio:.4f}")
print("all assertions hold")
```

Running it gives:

```
R = paired variance / independent variance (no unit)
(u-1/2)^2: mean, variance, covariance = 1/12 1/180 1/180
R exact: u, u^2, (u-1/2)^2 = 0 1/8 2
R simulated: u^2 0.122, (u-1/2)^2 2.017
R for (u-1/2)^2 with half-shift pairing = 1/8
R azimuth: cos 2.0, sin 0.0
500 monotonic ladders: largest R = 0.7739
500 shuffled ladders: share with R>1 = 0.424
Mean depth = 100 nm; straggle = 30 nm
Evaluations in worked example = 10000
Simulation check: 20000 runs of 100 evaluations
Standard errors below: independent, paired; then R, simulated R
mean depth: 0.30000, 0.00000 nm; 0.0000, 0.0000
fraction >110 nm: 0.00483, 0.00311 (no unit); 0.4141, 0.4114
fraction >150 nm: 0.00213, 0.00208 (no unit); 0.9498, 0.9538
squared deviation: 12.72792, 18.00000 nm^2; 2.0000, 1.9968
Fraction beyond 110 nm = 0.3694
Fraction beyond 150 nm = 0.0478
Expected squared deviation = 900.0 nm^2
Squared deviation, half-shift R = 0.5607, simulated 0.5659
Squared deviation: naive/true error variance = 0.499
Squared deviation: pair-based/true variance = 1.009
Gaussian fraction above surface = 4.29e-04
Skewed widths: shallow 36 nm, deep 24 nm; skewness -0.312
Skewed profile R: mean 0.0114, squared deviation 1.9160
Channelled fraction = 0.05; tail length = 40 nm
Channelled profile R: mean 0.0150, squared deviation 1.6781
Anneal: diffusivity 1.0 nm^2/s, time 10 s
Annealed straggle = 30.33 nm
Annealed fraction >150 nm = 0.0496; R = 0.9478
all assertions hold
```
